# Bracketing Hydrogen's Mean Excitation Energy from Ground-State Properties: verification in Python

```python
"""Bounds on the mean excitation energy I of the hydrogen atom.

Result under test, with fixed nucleus and non-relativistic electron:
    e*hbar/sqrt(m*alpha) < I < 2*<p_z^2>/m = (4/3)*<T>
ln I = sum f_n ln E_n;  E_n: excitation energies;  f_n: oscillator strengths;
alpha: static polarizability;  <T>: ground-state kinetic energy;  m: electron mass.
Internal checks use atomic units (hartree, bohr); bounds are evaluated in SI.
The generalized oscillator strengths use rydberg for energy, 1/bohr for q.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import roots_genlaguerre, eval_genlaguerre, digamma

e, hbar, m = const.e, const.hbar, const.m_e
eps0, c = const.epsilon_0, const.c
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
hartree_ev = hartree / e

# Ground-state quantities, obtained symbolically without any excited state
r = sp.symbols("r", positive=True)
u0 = 2 * r * sp.exp(-r)
response = r**2 * (1 + r / 2) * sp.exp(-r)
residual = (-sp.diff(response, r, 2) / 2 + response / r**2
            - response / r + response / 2 - r**2 * sp.exp(-r))
assert sp.simplify(residual) == 0
alpha_au = float(sp.integrate(
    sp.expand(2 * u0**2 * r**2 * (1 + r / 2) / 3), (r, 0, sp.oo)))
kinetic_au = float(sp.integrate(
    sp.expand(sp.diff(u0, r)**2 / 2), (r, 0, sp.oo)))
r2_au = float(sp.integrate(u0**2 * r**2, (r, 0, sp.oo)))

# Bounds in SI
alpha_si = 4 * np.pi * eps0 * a0**3 * alpha_au
kinetic_si = kinetic_au * hartree
lower_ev = e * hbar / np.sqrt(m * alpha_si) / e
upper_ev = 4 * kinetic_si / 3 / e
lower_r2_ev = 3 * hbar**2 / (2 * m * r2_au * a0**2) / e

# Independent spectrum: diagonalize the p-wave Hamiltonian in Laguerre functions
size = 60
x, weight = roots_genlaguerre(size + 4, 2)
radius, weight = x / 2, weight / 8
poly, slope = [], []
for j in range(size):
    norm = np.sqrt(32 / ((j + 1) * (j + 2) * (j + 3) * (j + 4)))
    p = norm * eval_genlaguerre(j, 4, x)
    dp = -2 * norm * eval_genlaguerre(j - 1, 5, x) if j else np.zeros_like(x)
    poly.append(p)
    slope.append((2 - radius) * p + radius * dp)
poly, slope = np.array(poly), np.array(slope)
overlap = (poly * weight * radius**2) @ poly.T
assert np.allclose(overlap, np.eye(size), atol=1e-8)
hamiltonian = ((slope * weight / 2) @ slope.T
               + (poly * weight * (1 - radius)) @ poly.T)
levels, vectors = np.linalg.eigh(hamiltonian)
assert abs(levels[0] + 1 / 8) < 1e-8
dipole = vectors.T @ (poly @ (weight * 2 * radius**2)) / np.sqrt(3)
energy = levels + 0.5
strength = 2 * energy * dipole**2


def moment(power):
    return np.sum(strength * energy**power)


assert abs(moment(0) - 1) < 1e-7
assert abs(moment(-1) - 2 * r2_au / 3) < 1e-6
assert abs(moment(-2) - alpha_au) < 1e-6
# Finite basis leaves a small high-energy tail in the next sum
assert abs(moment(1) - 4 * kinetic_au / 3) < 1e-3
mean_log = np.sum(strength * np.log(energy))
I_ev = np.exp(mean_log) * hartree_ev
assert lower_ev < lower_r2_ev < I_ev < upper_ev

# Polarizability from the actual level shift in a weak static field
field = 1e-3
arrow = np.diag(np.concatenate(([0.0], energy)))
arrow[0, 1:] = arrow[1:, 0] = field * dipole
shift = np.linalg.eigvalsh(arrow)[0]
assert abs(-2 * shift / field**2 / alpha_au - 1) < 1e-4


# Closed-form generalized oscillator strengths of hydrogen
def gos_discrete(n, q):
    Q = q**2
    log_f = (np.log(256.0) + 5 * np.log(n) + np.log(n**2 - 1)
             + np.log(n**2 * Q + (n**2 - 1) / 3)
             + (n - 3) * np.log((n - 1)**2 + n**2 * Q)
             - (n + 3) * np.log((n + 1)**2 + n**2 * Q))
    return np.exp(log_f)


def gos_continuum(k, q):
    """Strength per unit ejected-electron wave number k."""
    W = k**2 + 1
    angle = np.arctan2(2 * k, q**2 - k**2 + 1)
    top = 128 * W * (q**2 + W / 3) * np.exp(-2 * angle / k)
    bottom = (((q + k)**2 + 1)**3 * ((q - k)**2 + 1)**3
              * (1 - np.exp(-2 * np.pi / k)))
    return 2 * k * top / bottom


def gauss(count):
    node, wt = np.polynomial.legendre.leggauss(count)
    return (node + 1) / 2, wt / 2


t, wt_t = gauss(600)
s, wt_s = gauss(800)
n = np.arange(2, 301, dtype=float)
loss_n = 1 - 1 / n**2


def k_grid(scale):
    return scale * t / (1 - t), wt_t * scale / (1 - t)**2


k1, wk1 = k_grid(2.0)
for q in (0.0, 1.0, 2.0):
    total = gos_discrete(n, q).sum() + np.sum(wk1 * gos_continuum(k1, q))
    assert abs(total - 1) < 5e-5  # omitted levels n > 300 carry about 1e-5
log_gos = (np.sum(gos_discrete(n, 0.0) * np.log(loss_n))
           + np.sum(wk1 * gos_continuum(k1, 0.0) * np.log(k1**2 + 1)))
I_gos_ev = np.exp(log_gos) * hartree_ev / 2
assert abs(I_gos_ev / I_ev - 1) < 2e-4


def born_number(speed):
    """First-Born stopping number for a heavy unit charge, speed in a.u."""
    span = 9.0
    k, wk = k_grid(2 * speed)
    q_c = ((k**2 + 1) / (2 * speed))[:, None] * np.exp(span * s)[None, :]
    cont = np.sum(wk[:, None] * wt_s * span * gos_continuum(k[:, None], q_c))
    q_d = (loss_n / (2 * speed))[:, None] * np.exp(span * s)[None, :]
    disc = np.sum(wt_s * span * gos_discrete(n[:, None], q_d))
    return cont + disc


# Worked example: bare proton on free hydrogen atoms
proton_mev = 1.0
gamma = 1 + proton_mev * 1e6 * e / (const.m_p * c**2)
beta2 = 1 - 1 / gamma**2
v = c * np.sqrt(beta2)
v_au = v / (const.alpha * c)
two_mv2_ev = 2 * m * v**2 / e
L_ref = np.log(two_mv2_ev / I_ev)
L_high = np.log(two_mv2_ev / lower_ev)
L_low = np.log(two_mv2_ev / upper_ev)
prefactor = 4 * np.pi * (e**2 / (4 * np.pi * eps0))**2 / (m * v**2)
unit = prefactor / e * 1e4 / 1e-15  # 1e-15 eV cm^2 per atom

L_born = born_number(v_au)
shell = L_born - L_ref
L_fast = np.log(2 * (2 * v_au)**2 * hartree_ev / I_ev)
shell_fast = born_number(2 * v_au) - L_fast
assert abs(shell) < 0.1
assert abs(shell_fast) < 0.5 * abs(shell)

y = const.alpha / np.sqrt(beta2)
bloch = float(digamma(1.0) - np.real(digamma(1 + 1j * y)))
j = np.arange(1, 20001)
assert abs(bloch + y**2 * np.sum(1 / (j * (j**2 + y**2)))) < 1e-8
relativistic = -np.log(1 - beta2) - beta2
barkas_scale = e**2 / (4 * np.pi * eps0) * I_ev * e / (hbar * m * v**3)
molecular_change = -np.log(1.25) / L_ref

print(f"Hartree energy: {hartree_ev:.4f} eV")
print(f"Bohr radius: {a0*1e9:.6f} nm")
print(f"alpha/(4 pi eps0 a0^3): {alpha_au:.4f} (no unit)")
print(f"Static polarizability alpha: {alpha_si:.4e} C m^2/V")
print(f"Ground-state kinetic energy: {kinetic_si/e:.4f} eV")
print(f"Mean square radius / a0^2: {r2_au:.4f} (no unit)")
print(f"Lower bound from alpha: {lower_ev:.4f} eV")
print(f"Lower bound from mean square radius: {lower_r2_ev:.4f} eV")
print(f"Upper bound from energy-weighted sum: {upper_ev:.4f} eV")
print(f"Geometric mean of the main bounds: {np.sqrt(lower_ev*upper_ev):.3f} eV")
print(f"I by diagonalization (check only): {I_ev:.3f} eV")
print(f"I by closed-form strengths (check only): {I_gos_ev:.3f} eV")
print(f"Diagonalized sum of f: {moment(0):.6f} (no unit)")
print(f"Diagonalized sum of f E: {moment(1)*hartree_ev:.4f} eV")
print(f"Diagonalized sum of f/E^2: {moment(-2)/hartree_ev**2:.6e} eV^-2")
print(f"Polarizability ratio, field shift/formula: {-2*shift/field**2/alpha_au:.6f}")
print(f"Proton energy: {proton_mev:.1f} MeV")
print(f"Proton speed / Bohr speed: {v_au:.3f} (no unit)")
print(f"2 m v^2: {two_mv2_ev:.1f} eV")
print(f"Bethe L at upper bound of I: {L_low:.4f} (no unit)")
print(f"Bethe L at computed I: {L_ref:.4f} (no unit)")
print(f"Bethe L at lower bound of I: {L_high:.4f} (no unit)")
print(f"Stopping prefactor: {unit:.4f} 1e-15 eV cm^2/atom")
print(f"Stopping, lower limit: {unit*L_low:.4f} 1e-15 eV cm^2/atom")
print(f"Stopping at computed I: {unit*L_ref:.4f} 1e-15 eV cm^2/atom")
print(f"Stopping, upper limit: {unit*L_high:.4f} 1e-15 eV cm^2/atom")
print(f"Half-width of stopping bracket: {100*(L_high-L_low)/(L_high+L_low):.2f} %")
print(f"First-Born stopping number: {L_born:.4f} (no unit)")
print(f"Shell correction to L: {shell:.4f} = {100*shell/L_ref:.2f} %")
print(f"Shell correction at doubled speed: {shell_fast:.4f} (no unit)")
print(f"Bloch correction to L: {bloch:.4f} = {100*bloch/L_ref:.2f} %")
print(f"Relativistic correction to L: {relativistic:.2e} (no unit)")
print(f"Barkas dimensionless scale: {barkas_scale:.2e} (no unit)")
print(f"Electron/proton mass ratio: {m/const.m_p:.2e} (no unit)")
print(f"Stopping change if I rises 25 %: {100*molecular_change:.2f} %")
print("tests ok")
```

Output:

```
Hartree energy: 27.2114 eV
Bohr radius: 0.052918 nm
alpha/(4 pi eps0 a0^3): 4.5000 (no unit)
Static polarizability alpha: 7.4195e-41 C m^2/V
Ground-state kinetic energy: 13.6057 eV
Mean square radius / a0^2: 3.0000 (no unit)
Lower bound from alpha: 12.8276 eV
Lower bound from mean square radius: 13.6057 eV
Upper bound from energy-weighted sum: 18.1409 eV
Geometric mean of the main bounds: 15.255 eV
I by diagonalization (check only): 14.991 eV
I by closed-form strengths (check only): 14.991 eV
Diagonalized sum of f: 1.000000 (no unit)
Diagonalized sum of f E: 18.1405 eV
Diagonalized sum of f/E^2: 6.077307e-03 eV^-2
Polarizability ratio, field shift/formula: 0.999995
Proton energy: 1.0 MeV
Proton speed / Bohr speed: 6.322 (no unit)
2 m v^2: 2175.0 eV
Bethe L at upper bound of I: 4.7866 (no unit)
Bethe L at computed I: 4.9773 (no unit)
Bethe L at lower bound of I: 5.1332 (no unit)
Stopping prefactor: 0.2396 1e-15 eV cm^2/atom
Stopping, lower limit: 1.1469 1e-15 eV cm^2/atom
Stopping at computed I: 1.1926 1e-15 eV cm^2/atom
Stopping, upper limit: 1.2299 1e-15 eV cm^2/atom
Half-width of stopping bracket: 3.49 %
First-Born stopping number: 4.9504 (no unit)
Shell correction to L: -0.0269 = -0.54 %
Shell correction at doubled speed: -0.0064 (no unit)
Bloch correction to L: -0.0294 = -0.59 %
Relativistic correction to L: 2.27e-06 (no unit)
Barkas dimensionless scale: 2.18e-03 (no unit)
Electron/proton mass ratio: 5.45e-04 (no unit)
Stopping change if I rises 25 %: -4.48 %
tests ok
```
